# Resonant and direct tunnelling averaged over impurities in a thick barrier, part 2

Two identical free-electron metals are separated by a rectangular barrier of height $V$ in $0<z<d$. We are comparing direct tunnelling with the mean resonant tunnelling through single short-range impurities. Electrons do not interact, the temperature is zero and the voltage is small. The conductance is $2e^2/h$ times the total transmission for one spin.

In atomic units, an electron of energy $E<V$ has $q=\sqrt{2E}$ and $\kappa=\sqrt{2(V-E)}$, with $q^2+\kappa^2=2V$. For momentum $\mathbf k$ parallel to the faces, $q_k=\sqrt{q^2-k^2}$ and $\kappa_k=\sqrt{\kappa^2+k^2}$. One transverse channel has direct transmission

$$|t_0|^2=\frac{4q_k^2\kappa_k^2}{V^2}e^{-2\kappa_kd}.$$

Sums over channels use $\kappa_k\simeq\kappa+k^2/2\kappa$ and

$$\int\!\frac{d^2k}{(2\pi)^2}e^{-k^2z/\kappa}=\frac{\kappa}{4\pi z}.$$

An impurity at depth $z$ with level $\varepsilon$ transmits

$$T=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+\Gamma^2/4},\qquad \int T\,d\varepsilon=\frac{2\pi\,\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R},$$

where $\Gamma=\Gamma_L+\Gamma_R$. The widths are $\Gamma_L=2\pi\kappa A_L$ and $\Gamma_R(z)=\Gamma_L(d-z)$, with

$$A_L=\int\!\frac{d^2k}{(2\pi)^2}\frac{2q_k}{V}e^{-2\kappa_kz},\qquad \Gamma_L(z)=\frac{q\kappa^2}{V}\frac{e^{-2\kappa z}}{z}\quad(\kappa z\gg1).$$

Impurities fill the barrier with constant density $g$ per unit volume and unit energy around $E$. With $z=d/2+u$,

$$\Gamma_c=\Gamma_L(d/2)=\frac{2q\kappa^2}{Vd}e^{-\kappa d},$$

$$\Gamma_L=\frac{\Gamma_ce^{-2\kappa u}}{1+2u/d},\qquad \Gamma_R=\frac{\Gamma_ce^{2\kappa u}}{1-2u/d}.$$

For $|u|\ll d$ the denominators are replaced by one, giving

$$\int T\,d\varepsilon=\frac{\pi\Gamma_c}{\cosh2\kappa u}.$$

The active impurities thus occupy a central layer of thickness of order $1/\kappa$. The average over $u$ remains to be done.

The example has $E=5$ eV, $V=6$ eV, $q=1.1456$ and $\kappa=0.5123$ Å$^{-1}$. Outside atomic units each width carries a factor $(\hbar^2/m)^2$, with $\hbar^2/m=7.62$ eV Å$^2$.

The final table also lists a one-dimensional check with a delta well of bound-state decay constant $\kappa_0$, for which $t=(1/\kappa-1/\kappa_0)^{-1}$. Its "odd interference part" is the transmission difference between wells with bracket $+0.3/\kappa$ and $-0.3/\kappa$, predicted to be $-\frac{4}{0.3}\,\frac{16E(V-E)}{V^2}\,e^{-2\kappa d}$.

**Q.** Then finish the average.

**A.** Because the layer is thin, the limits on $u$ can be extended to infinity. With $y=2\kappa u$,

$$\int_{-\infty}^{\infty}\frac{du}{\cosh2\kappa u}=\frac1{2\kappa}\int_{-\infty}^{\infty}\frac{2e^y\,dy}{1+e^{2y}}=\frac1{2\kappa}\Big[2\arctan e^y\Big]_{-\infty}^{\infty}=\frac{\pi}{2\kappa}.$$

The mean resonant transmission per unit area is therefore

$$R=g\,\pi\Gamma_c\,\frac{\pi}{2\kappa}=\frac{\pi^2gq\kappa}{V}\,\frac{e^{-\kappa d}}{d}.$$

The exponent is that of the central width. A central impurity has a total transmission of one, summed over channels, when its level matches $E$, and the fraction of levels that match is proportional to the width $\Gamma_c$, that is, to $e^{-\kappa d}/d$.

**Q.** You were meant to find $e^{-\kappa d}$, and you found $e^{-\kappa d}/d$. If the direct current has no such factor, the comparison changes.

**A.** It has the same factor. Summing the direct transmission over transverse channels and using the same Gaussian approximation, now with $d$ in place of $z$, gives

$$D=\int\!\frac{d^2k}{(2\pi)^2}|t_0|^2\simeq\frac{4q^2\kappa^2}{V^2}\,e^{-2\kappa d}\,\frac{\kappa}{4\pi d}=\frac{q^2\kappa^3}{\pi V^2}\,\frac{e^{-2\kappa d}}{d}.$$

The power of $d$ cancels in the ratio:

$$\frac RD=\frac{\pi^2gq\kappa}{Vd}\,\frac{\pi V^2d}{q^2\kappa^3}\,e^{\kappa d}=\frac{\pi^3gV}{q\kappa^2}\,e^{\kappa d}.$$

However small $g$ is, within this single-impurity description the mean resonant current exceeds the direct one beyond some thickness. At leading order they are equal at

$$d_0=\frac1\kappa\ln\frac{q\kappa^2}{\pi^3gV}.$$

**Q.** A logarithm of a small density may give only a moderate $\kappa d_0$. Can you trust a leading term there?

**A.** The next term tells us. For the direct current, expand one order further:

$$q_k^2=q^2\Big(1-\frac{k^2}{q^2}\Big),\qquad \kappa_k^2=\kappa^2\Big(1+\frac{k^2}{\kappa^2}\Big),\qquad \kappa_k\simeq\kappa+\frac{k^2}{2\kappa}-\frac{k^4}{8\kappa^3}.$$

The quartic term multiplies the integrand by $1+dk^4/4\kappa^3$. With the weight $e^{-k^2d/\kappa}$ the averages are $\langle k^2\rangle=\kappa/d$ and $\langle k^4\rangle=2\kappa^2/d^2$. Hence $D$ is multiplied by

$$1-\frac{\kappa}{q^2d}+\frac1{\kappa d}+\frac1{2\kappa d}=1+\frac{1}{\kappa d}\Big(\frac32-\frac{\kappa^2}{q^2}\Big).$$

For a width at depth $z$, the prefactor is $q_k\simeq q(1-k^2/2q^2)$, and the quartic term contributes $1+zk^4/4\kappa^3$. Now $\langle k^2\rangle=\kappa/z$ and $\langle k^4\rangle=2\kappa^2/z^2$, so the width is multiplied by

$$1+\frac1{2\kappa z}\Big(1-\frac{\kappa^2}{q^2}\Big)\;\longrightarrow\;1+\frac1{\kappa d}\Big(1-\frac{\kappa^2}{q^2}\Big)\quad\text{at } z=d/2 .$$

**Q.** You also dropped the denominators $1\pm2u/d$.

**A.** They contribute at the same order. For small $u/d$ they are $e^{\pm2u/d}$, so $\kappa$ in the hyperbolic cosine becomes $\kappa+1/d$. The integral over $u$ shrinks by $\kappa/(\kappa+1/d)\simeq1-1/\kappa d$. Together with the correction to the widths, $R$ is multiplied by

$$1+\frac1{\kappa d}\Big(1-\frac{\kappa^2}{q^2}-1\Big)=1-\frac{\kappa^2}{q^2}\,\frac1{\kappa d}.$$

In the ratio the terms with $\kappa^2/q^2$ cancel:

$$\frac RD=\frac{\pi^3gV}{q\kappa^2}\,e^{\kappa d}\left[1-\frac{3}{2\kappa d}+\dots\right].$$

For $E=5$ eV and $V=6$ eV, $\kappa^2/q^2=(V-E)/E=0.2$. The predicted coefficients of $1/\kappa d$ are $-0.2$ for $R$ and $1.3$ for $D$. I tested both by integrating over $k$ and $z$ with finite-barrier waves at $\kappa d=40$ and 80 and extrapolating. The results are $-0.200$ and $1.300$.

**Q.** Now choose a density and show me the crossover.

**A.** Take $g=10^{-6}$ eV$^{-1}$ Å$^{-3}$, in a window of 1 eV centred on $E$. There are then $7.4\times10^{-6}$ impurities in a volume $\kappa^{-3}$, which is dilute. The coefficient of the ratio is

$$\frac{\pi^3gV}{q\kappa^2}=\frac{31.0\times10^{-6}\times6}{1.1456\times(0.5123)^2}=6.19\times10^{-4},$$

so $d_0=-\ln(6.19\times10^{-4})/0.5123=14.4$ Å. The correction $1-3/(2\kappa d)$ moves this to 14.85 Å. Integration over $k$ and $z$ gives 14.81 Å, or 1.48 nm. The integrated transmissions per area, in Å$^{-2}$, are:

| $d$ (Å) | direct | resonant |
|---:|---:|---:|
| 10 | $4.1\times10^{-7}$ | $3.1\times10^{-8}$ |
| 15 | $1.5\times10^{-9}$ | $1.7\times10^{-9}$ |
| 20 | $6.5\times10^{-12}$ | $9.7\times10^{-11}$ |
| 30 | $1.5\times10^{-16}$ | $3.9\times10^{-13}$ |

At 20 Å the ratio is 15. The leading formulas give $R=9.9\times10^{-11}$ and $D=5.7\times10^{-12}$ Å$^{-2}$, which are 2% above and 12% below the integrated values. The mean resonant conductance is $7.5\times10^{-15}$ S Å$^{-2}$, or $7.5\times10^{-7}$ S per square micrometre. The direct one is $5.0\times10^{-16}$ S Å$^{-2}$.

**Q.** The exponents themselves could still be hidden in those prefactors.

**A.** Multiply each integrated transmission by $d$, and take the decay rate of its logarithm between 30 and 40 Å. The resonant part decays at 0.512 Å$^{-1}$ and the direct part at 1.027 Å$^{-1}$. The predictions are $\kappa=0.512$ and $2\kappa=1.025$ Å$^{-1}$. If the factor $1/d$ is not removed, the local decay rate is larger by $1/d$: at 20 Å this adds 0.05 Å$^{-1}$, or 10% of $\kappa$. In this model, a value of $\kappa$ read from the resonant current without this allowance would be too large by that amount. One read from half the slope of the direct current would be too large by about half as much.

**Q.** An average over impurities is not a measurement on one junction. A small junction may contain no suitable impurity at all.

**A.** So we need the spread. Suppose the impurities are placed independently. Divide position and level into small cells, each occupied with a small probability $p$. A cell contributes $pT$ to the mean of the summed transmission and $pT^2-p^2T^2\simeq pT^2$ to its variance. The variance is therefore the same average as before, with $T^2$ in place of $T$. From $\int dx/(x^2+a^2)^2=\pi/2a^3$ with $a=\Gamma/2$,

$$\int T^2d\varepsilon=\frac{4\pi(\Gamma_L\Gamma_R)^2}{\Gamma^3}=\frac{4\pi\Gamma_c^4}{8\Gamma_c^3\cosh^32\kappa u}=\frac{\pi\Gamma_c}{2\cosh^32\kappa u}.$$

The depth integral follows from

$$\frac{d}{dy}\,\frac{\sinh y}{\cosh^2y}=\frac{2}{\cosh^3y}-\frac1{\cosh y}.$$

The left side integrates to zero, so $\int dy/\cosh^3y=\tfrac12\int dy/\cosh y$. This half, and the factor one half in front, give

$$\frac{\text{variance}}{\text{mean}}=\frac14,\qquad \text{relative spread}=\frac1{2\sqrt{M}},$$

where $M$ is the mean summed resonant transmission of the junction. Integration with the full widths at $\kappa d=40$ gives 0.250 for the first ratio. Random placement of impurities, using the leading form of the widths, gives 0.251 in junctions with $M=4.9$.

**Q.** How large must a junction be before your mean describes it?

**A.** For a relative spread of 10%, $M=1/(2\times0.1)^2=25$. At $d=20$ Å the area is $25/(9.74\times10^{-11})=2.6\times10^{11}$ Å$^2$, a square with a side of $5.1\times10^5$ Å, or about 0.05 mm. When $M$ is below $1/4$, the spread exceeds the mean. The mean is then a poor guide to a single junction, though it still describes the average over many. Since $M$ is proportional to $e^{-\kappa d}/d$ at fixed area, a thicker barrier needs a larger junction.

These sizes belong to the zero-temperature, small-voltage limit assumed at the start. Both the thermal energy and the energy supplied by the voltage must be much smaller than the resonance width, here about $10^{-5}$ eV, which means temperatures well below 0.1 K. In a warmer junction the electrons sample a range of energies much wider than one resonance. More impurities then contribute, each only in part, and the spread is smaller. The rules for $M$ and for the junction size no longer apply there.

**Q.** Does the resonant law continue to hold as the barrier grows thicker?

**A.** Not without limit. I have counted elastic paths through one impurity at a time. Paths through chains of impurities, and hops in which the electron exchanges energy with vibrations, are absent, and the calculation cannot say at what thickness they take over. Repulsion between two electrons on the same impurity is absent too. The density $g$ must also be flat around $E$ over many widths. If no impurity levels lie near $E$, there is no resonant term to average.

**Q.** And how does this compare with a real tunnel junction?

**A.** Oxide barriers between metals are often one to two nanometres thick, with heights above the Fermi level of roughly one to a few eV. My $V-E=1$ eV is at the low end. I used the free-electron mass in the barrier; a smaller effective mass would reduce $\kappa$. I also took the impurity range to be much shorter than $1/\kappa$, which is only 2 Å here. A real impurity may not satisfy this. For a spherical square well of radius 1 Å with the same level, the widths are about 1.7 times larger, and the leading crossover moves inward by about 1 Å. The density $g$ is the least certain input, since it depends strongly on the material and its preparation. With the rest fixed, a tenfold reduction of $g$ moves the leading crossover outward by $\ln10/\kappa=4.5$ Å.

Real barriers also break the assumption of uniform thickness. Suppose the thickness varies slowly along the junction, with a Gaussian spread $\sigma$ about a fixed mean, and neglect the variation of the prefactor. Averaging multiplies $e^{-2\kappa d}$ by $e^{2\kappa^2\sigma^2}$ and $e^{-\kappa d}$ by $e^{\kappa^2\sigma^2/2}$. Thin places favour the direct current more, and the crossover moves outward by $\tfrac32\kappa\sigma^2$. For $\sigma=1$ Å this is 0.8 Å; for $\sigma=2$ Å it is roughly 3 Å. The crossover near 15 Å is thus a property of the chosen parameters, not a prediction for a particular oxide. The numerical output below gives the remaining values.

## Table of computed values

```
electron energy E = 5.0 eV, barrier height V = 6.0 eV
impurity density g = 1.0e-06 per eV per angstrom^3
full width of level window = 1.0 eV
kappa = 0.5123 1/angstrom
q = 1.1456 1/angstrom
decay length 1/kappa = 1.952 angstrom
impurities per volume kappa^-3 = 7.44e-06
1D wave matching, d = 20 angstrom, z = 9 angstrom:
  level integral of T, matching = 2.1135e-04 eV
  level integral of T, formula  = 2.1138e-04 eV
  peak T, matching = 0.4044, formula = 0.4044
  odd interference part, matching = -3.7280e-08
  odd interference part, formula  = -3.7314e-08
3D Green function, same d and z:
  Gamma_L = 3.446e-05 eV, Gamma_R = 3.589e-06 eV
  level integral of T, numerical = 2.0423e-05 eV
  level integral of T, formula   = 2.0423e-05 eV
first correction c in 1 + c/(kappa d):
  resonant: quadrature -0.200, formula -0.200
  direct:   quadrature 1.300, formula 1.300
transmission per area in 1/angstrom^2 (quad = quadrature):
  d/angstrom  direct quad  direct law  reson. quad  reson. law
    10      4.107e-07   3.215e-07   3.113e-08   3.339e-08
    15      1.508e-09   1.277e-09   1.666e-09   1.718e-09
    20      6.468e-12   5.705e-12   9.742e-11   9.946e-11
    25      3.007e-14   2.719e-14   6.043e-12   6.141e-12
    30      1.468e-16   1.350e-16   3.898e-13   3.950e-13
decay constant between 30 and 40 angstrom, factor 1/d removed:
  resonant = 0.5120 1/angstrom
  direct   = 1.0267 1/angstrom
crossover, leading law     = 14.42 angstrom
crossover, first corrected = 14.85 angstrom
crossover, quadrature      = 14.81 angstrom
at d = 20 angstrom:
  resonant/direct ratio, quadrature = 15.06
  one-side width at centre, quadrature = 1.106e-05 eV
  one-side width at centre, law        = 1.033e-05 eV
  resonant conductance = 7.548e-15 S/angstrom^2
  direct conductance   = 5.011e-16 S/angstrom^2
  mean summed T for 10% spread = 25.0
  side of square junction for it = 5.066e+05 angstrom
variance/mean of summed T, quadrature = 0.2499
sampled junctions: mean T = 4.917, variance/mean = 0.2513
```
